# Island Density from a Grazing-Incidence X-ray Peak of Hexagonally Ordered Nuclei

## Problem

During the first cycles of an atomic layer deposition process, the metal forms separate nuclei on an oxide. Grazing-incidence small-angle X-ray scattering, recorded in situ, shows a first-order in-plane peak at $q_1=0.60\ \mathrm{nm^{-1}}$. Assume that the nuclei are identical and hexagonally ordered, with one nucleus per lattice cell, and that ordered domains occur at all in-plane orientations. What is the number of nuclei per square centimetre?

Here $\mathbf q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$ is the wavevector transfer. Since $|\mathbf k|=2\pi/\lambda$, the factor $2\pi$ is already contained in $q$.

## A tempting solution

A peak at $q_1$ signals a repeat distance

$$
d=\frac{2\pi}{q_1}=\frac{6.283}{0.60\ \mathrm{nm^{-1}}}=10.47\ \mathrm{nm}.
$$

Take this as the distance between neighbouring nuclei. A hexagonal lattice with neighbour distance $a$ has one site per area $\sqrt3a^2/2$, so with $a=d$

$$
n_{\rm wrong}=\frac{2}{\sqrt3\,d^2}=1.05\times10^{12}\ \mathrm{cm^{-2}}.
$$

The repeat distance is right, and so is the cell area. The fault is the substitution $a=d$. A diffraction peak measures the distance between parallel rows of nuclei, and in a hexagonal lattice the rows are closer together than the nuclei within a row.

## From scattering to the lattice

Let the nuclei sit at in-plane positions $\mathbf r_j$, with $j=1,\dots,N$, and let each scatter the X-rays once. Moving a nucleus by $\mathbf r_j$ multiplies its scattered amplitude by a phase $e^{-i\mathbf q\cdot\mathbf r_j}$, where from here on $\mathbf q$ means the in-plane part. The intensity is therefore

$$
I(\mathbf q)\propto |F(\mathbf q)|^2\,N S(\mathbf q),\qquad
S(\mathbf q)=\frac1N\left|\sum_j e^{-i\mathbf q\cdot\mathbf r_j}\right|^2 .
$$

The form factor $F$ describes one nucleus and the structure factor $S$ describes the arrangement. Reflection from the substrate before or after scattering changes the vertical wavevector and hence $F$. A flat substrate is unchanged by in-plane translations, so refraction and reflection conserve the in-plane wavevector. The phases in $S$ stay the same, and $q_1$ needs no refraction correction.

Choose the lattice vectors

$$
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
$$

All nuclei scatter in phase when $\mathbf q\cdot\mathbf a_1$ and $\mathbf q\cdot\mathbf a_2$ are both integer multiples of $2\pi$. Such vectors have the form $\mathbf q=h\mathbf b_1+k\mathbf b_2$, with integers $h,k$ and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$.

For $\mathbf b_1=(b_x,b_y)$, the condition $\mathbf b_1\cdot\mathbf a_1=2\pi$ gives $b_x=2\pi/a$. The condition $\mathbf b_1\cdot\mathbf a_2=0$ then gives

$$
\frac{2\pi}{a}\frac a2+b_y\frac{\sqrt3a}{2}=0
\quad\Longrightarrow\quad b_y=-\frac{2\pi}{\sqrt3a}.
$$

In the same way $\mathbf b_2=(0,\,4\pi/\sqrt3a)$. The squared lengths and the scalar product are

$$
|\mathbf b_1|^2=\frac{4\pi^2}{a^2}\left(1+\frac13\right)=\frac{16\pi^2}{3a^2}=|\mathbf b_2|^2,
\qquad
\mathbf b_1\cdot\mathbf b_2=-\frac{8\pi^2}{3a^2},
$$

and so

$$
|h\mathbf b_1+k\mathbf b_2|^2=\frac{16\pi^2}{3a^2}\,(h^2-hk+k^2).
$$

The bracket equals $(h-k/2)^2+3k^2/4$, which is positive unless $h=k=0$. Being an integer, it is at least 1, and $(h,k)=(1,0)$ attains this value. The first-order peak is therefore at

$$
q_1=\frac{4\pi}{\sqrt3\,a},\qquad a=\frac{4\pi}{\sqrt3\,q_1}.
$$

Comparison with $d=2\pi/q_1$ gives $d=\sqrt3a/2$. This is the height of an equilateral triangle of side $a$, which is the distance between adjacent rows.

## The density

The cell spanned by $\mathbf a_1$ and $\mathbf a_2$ has base $a$, height $\sqrt3a/2$ and one nucleus. Hence

$$
n=\frac{2}{\sqrt3a^2}
=\frac{2}{\sqrt3}\,\frac{3q_1^2}{16\pi^2}
=\frac{3q_1^2}{8\sqrt3\,\pi^2}
=\frac{\sqrt3\,q_1^2}{8\pi^2}.
$$

For the given peak,

$$
a=\frac{12.566}{1.732\times0.60}\ \mathrm{nm}=12.09\ \mathrm{nm},
\qquad
\frac{\sqrt3}{2}a^2=126.6\ \mathrm{nm^2}.
$$

One nucleus per $126.6\ \mathrm{nm^2}$ is $7.90\times10^{-3}\ \mathrm{nm^{-2}}$. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$,

$$
\boxed{n=7.9\times10^{11}\ \mathrm{cm^{-2}}}.
$$

The tempting solution is too large by $a^2/d^2=4/3$.

Differentiating $\ln n=2\ln q_1+\text{constant}$ gives $\delta n/n=2\,\delta q_1/q_1$ for small errors. If the peak can be read to $0.01\ \mathrm{nm^{-1}}$, the relative error is $2\times0.01/0.60=3.3\%$, or $2.6\times10^{10}\ \mathrm{cm^{-2}}$. This covers the reading of the peak, not the assumption of hexagonal order.

## Domains at all orientations

For a pair of nuclei a distance $r$ apart, the average of the phase factor over orientation is

$$
\frac1{2\pi}\int_0^{2\pi}e^{-iqr\cos\varphi}\,d\varphi=J_0(qr),
$$

which is the integral definition of the Bessel function $J_0$. The averaged structure factor is thus $S(q)=N^{-1}\sum_{i,j}J_0(qr_{ij})$. Evaluating this sum for a round patch of 1495 nuclei with $a=12.09$ nm tests whether averaging moves the peak. Searched between 0.50 and $0.70\ \mathrm{nm^{-1}}$, away from the forward peak at $q=0$ and its side maxima, which come from the finite patch (the first, near $0.02\ \mathrm{nm^{-1}}$, reaches $S=26$, against 33 at the lattice peak), the sum has its maximum at $0.6000\ \mathrm{nm^{-1}}$. Counting the nuclei and dividing by the area of the circle gives $7.94\times10^{11}\ \mathrm{cm^{-2}}$, which agrees with the formula to about half a percent; the remainder comes from cells cut by the rim.

The orientation assumption matters. In a film with a single lattice orientation, the detector may miss the $(1,0)$ direction and record a higher-order peak first. The bracket $h^2-hk+k^2$ cannot equal 2: that would require $(2h-k)^2+3k^2=8$, which fails for $k=0$ and $k=\pm1$, while $|k|\ge2$ makes the left side at least 12. The next value is 3, reached at $(1,-1)$, so the second peak lies at $\sqrt3q_1$. If that peak were mistaken for the first, the density would be overestimated by a factor of 3, because $n\propto q^2$.

## Checking the assumed order

The second peak is also evidence about the lattice. Hexagonal order places it at $1.04\ \mathrm{nm^{-1}}$, and the pair sum has its second lattice peak there. In a square lattice the row distance equals the neighbour distance, so $n_{\rm square}=(q_1/2\pi)^2=9.12\times10^{11}\ \mathrm{cm^{-2}}$, and the second peak would lie at $\sqrt2q_1=0.85\ \mathrm{nm^{-1}}$.

A missing second peak does not by itself exclude a hexagonal lattice. Suppose each nucleus is displaced independently from its site, with a Gaussian distribution of variance $u^2$ along each axis. Each phase factor then averages to $e^{-q^2u^2/2}$, so every term linking two different nuclei is multiplied by $e^{-q^2u^2}$. At $\sqrt3q_1$ the exponent is three times that at $q_1$, and the second peak is suppressed more strongly.

The axis convention needs the same care. If the axis showed $1/d$ instead of $2\pi/d$, a reading of $0.60\ \mathrm{nm^{-1}}$ would imply $a=1.92$ nm and $n=3.12\times10^{13}\ \mathrm{cm^{-2}}$. Separate nuclei of radius 1.5 nm, the value used below, cannot be that close.

## When the nuclei are not on a lattice

For pointlike nuclei, stretching any pattern by a factor $s$ divides its peak position by $s$ and its density by $s^2$. Every fixed pattern shape with a peak therefore obeys $n=Cq_1^2$. Hexagonal order supplies $C=\sqrt3/8\pi^2$; another arrangement has its own $C$.

Completely random nuclei give no such relation. For $q\ne0$ the phases of different nuclei average to zero in a large area, leaving the $N$ self-terms and $S=1$. Simulated random patterns give a mean of 0.998 over the range around the expected peak.

An intermediate case is more instructive. Suppose each nucleus excludes others within a distance $\sigma$, as could happen if it captures the atoms that would otherwise start a new nucleus nearby. At low density, the probability of finding a second nucleus at distance $r$, relative to a random pattern, is 0 for $r<\sigma$ and 1 beyond. To first order in $n$,

$$
S(q)=1-n\int_0^\sigma J_0(qr)\,2\pi r\,dr
=1-2\pi n\sigma^2\,\frac{J_1(q\sigma)}{q\sigma},
$$

where $\int_0^x tJ_0(t)\,dt=xJ_1(x)$ was used. Since $d(J_1/x)/dx=-J_2/x$, the main peak at nonzero $q$ lies at the first positive zero of $J_2$, $q\sigma=5.14$. In this limit the peak position of $S$ measures the exclusion distance and carries no information about the density, which affects only the peak height. This holds for pointlike nuclei. The peak is weak, so the form factor of nuclei of finite size shifts the measured maximum by an amount that depends on the density: for hemispheres of radius 1.5 nm and $\sigma=8.03$ nm, the maximum of $F^2S$ from this formula lies near $q\sigma=4.2$ at $n\pi\sigma^2/4=0.10$ and near 3.6 at 0.05, and it is absent at 0.01.

At higher density the correlations must be computed. Nuclei were placed one after another at random positions, and a position was rejected if it lay within $\sigma=8.03$ nm of an earlier nucleus. The density was held at $7.90\times10^{11}\ \mathrm{cm^{-2}}$, so discs of diameter $\sigma$ cover a fraction $n\pi\sigma^2/4=0.40$ of the surface. Fifty periodic patterns of 600 nuclei gave a broad peak with $S=1.41$ at its top. Its position was $1.154\pm0.009$ times that of the hexagonal lattice of equal density.

Applied to this peak, the hexagonal formula returns $1.154^2=1.33$ times the true density, with a standard error of 0.02. The closeness to the $4/3$ found earlier has no common origin: that factor follows from hexagonal geometry, whereas this one belongs to the chosen disordered pattern. If such a pattern produced the observed peak at $0.60\ \mathrm{nm^{-1}}$, its density would be $5.9\times10^{11}\ \mathrm{cm^{-2}}$ for pointlike nuclei, with a statistical uncertainty of about $0.1\times10^{11}\ \mathrm{cm^{-2}}$. These errors are statistical only. The position was read from a polynomial fit over a wide window, and the top of the peak is flat. Much larger patterns, evaluated through the pair sum, give a position ratio of 1.14, a factor of 1.30 and $6.1\times10^{11}\ \mathrm{cm^{-2}}$ ($6.4\times10^{11}$ with the nucleus size treated below), so the last digit of these numbers is not settled.

## The size of the nuclei

The form factor also affects a broad peak. Take hemispheres of radius $R$ and neglect the vertical wavevector transfer. The projected thickness of a hemisphere is half that of a sphere, so both have the same normalized in-plane form factor. The sphere looks the same from every direction, and it can be cut into slices perpendicular to $\mathbf q$. With $x=qR$ and slice position $uR$,

$$
F=\frac34\int_{-1}^{1}(1-u^2)\cos(xu)\,du
=\frac{3}{2x}\int_{-1}^{1}u\sin(xu)\,du
=\frac{3(\sin x-x\cos x)}{x^3}.
$$

The second form follows by integration by parts, with a boundary term that vanishes at $u=\pm1$; a second integration by parts gives the last form. For $R=1.5$ nm, $x=0.90$ at the peak and $F^2=0.849$.

At a maximum of $F^2S$, the logarithmic derivatives satisfy $S'/S=-(F^2)'/F^2$. In this range $F^2$ decreases with $q$, so $S$ is still rising where the measured intensity peaks. The peak of $S$ itself lies at larger $q$. Including this effect raises the density inferred for the disordered pattern from $5.9$ to $6.3\times10^{11}\ \mathrm{cm^{-2}}$.

For a narrow lattice peak the shift is much smaller. Expanding $F$ gives $F\simeq1-x^2/10$, hence $\ln F^2\simeq-q^2R^2/5$. Multiplying a Gaussian peak of standard deviation $w$ by this factor moves its maximum by about $-\tfrac25q_1R^2w^2$, which vanishes as the ordered domains grow and $w$ falls.

## The beam geometry

The detector coordinate is the component $q_y$ perpendicular to the beam, while the lattice condition concerns the full in-plane length. For equal incidence and exit angles $\alpha$ and in-plane scattering angle $\psi$,

$$
q_y=k\cos\alpha\sin\psi,\qquad q_x=k\cos\alpha(\cos\psi-1)\simeq-\frac{q_y^2}{2k\cos\alpha}.
$$

In atomic units $k=\omega/c$, with $\omega$ the photon energy. A photon energy of 12000 eV corresponds to $\lambda=0.1033$ nm and $k=2\pi/\lambda=60.8\ \mathrm{nm^{-1}}$. With $\alpha=0.3^\circ$, the peak appears at $\psi=0.565^\circ$ and $|q_x|=0.00296\ \mathrm{nm^{-1}}$. Since $n\propto q_x^2+q_y^2$, neglecting $q_x$ changes the density by $(q_x/q_y)^2$, or 0.0024%.

## What the number means for a real film

The parameters are rough values for early metal deposition on an amorphous oxide, where separate nuclei a few nanometres wide can precede a closed film. Hemispheres of radius 1.5 nm at the hexagonal density cover 5.6% of the surface. The assumption most open to doubt is the lattice, since an amorphous oxide offers no periodic template for it. In the disordered model above, replacing the lattice lowers the inferred density by about 20% with nucleus size included, and by 23 to 25% without it. Both changes exceed the 3.3% reading error. That error presumes a peak sharp enough to be read to $0.01\ \mathrm{nm^{-1}}$; the disordered peak stays within 1% of its top from about 0.58 to $0.62\ \mathrm{nm^{-1}}$, and a reading error of $0.02\ \mathrm{nm^{-1}}$ would mean about 7% in the density.

The exclusion fraction of 0.40 is a choice, not a measured property of a film, so $6.3\times10^{11}\ \mathrm{cm^{-2}}$ is no universal correction. In this model $q_1\sigma$ changes little with the fraction while $n\sigma^2$ is proportional to it, so the error depends strongly on the choice: for pointlike nuclei the hexagonal formula overestimates the density by a factor of about 1.2 at a fraction of 0.45, 1.3 at 0.40, 1.6 at 0.30 and roughly 2.4 at 0.20, where the peak is weak and the last digit is uncertain. The vertical wavevector transfer is also not small: outside the film it is $2k\sin\alpha\simeq0.64\ \mathrm{nm^{-1}}$, comparable with $1/R$. For hemispheres of this size on silica it hardly alters the in-plane slope of $F^2$: including it, with substrate reflection, changes the inferred density by less than 1%. Larger nuclei or other shapes need their own estimate. The 20% figure also assumes identical nuclei. With lognormally distributed radii of mean 1.5 nm, uncorrelated with position, the inferred density lies about 15% below the hexagonal value for a relative spread of 0.2 and only about 4% below for a spread of 0.3, where the spread is the standard deviation over the mean and the vertical transfer is neglected. At a spread of 0.3 the vertical transfer and substrate reflection matter more than for identical nuclei: they raise the 4% to about 6% at equal angles of $0.3^\circ$, and to between 5 and 9% for exit angles from $0.14^\circ$ to $1^\circ$. At a spread of 0.35 the peak is barely visible and the inferred density lies 15 to 20% above the hexagonal value; at 0.4 the peak is gone. A quantitative fit would include the vertical transfer, substrate reflection, the spread of nucleus sizes and instrumental broadening. Without evidence for the lattice, $7.9\times10^{11}\ \mathrm{cm^{-2}}$ should be reported as a hexagonal-equivalent density. During growth, a change in $q_1^2$ tracks the relative change in density if the pattern keeps its shape and the form-factor shift stays negligible. Adding nuclei at a fixed exclusion distance does not keep the shape: in the model above, doubling the density from a fraction of 0.20 to 0.40 raises $q_1^2$ by only roughly 10% for pointlike nuclei, and by a little over 20% for hemispheres of radius 1.5 nm at $\sigma=8.03$ nm.

## Computed values

```
peak position q1: 0.60 1/nm
row distance 2 pi/q1: 10.47 nm
nearest-neighbour spacing: 12.09 nm
area per nucleus: 126.6 nm^2
hexagonal density: 7.897e-03 1/nm^2
hexagonal density: 7.90e+11 1/cm^2
reading error in q1: 0.01 1/nm
resulting density error: 3.3 percent
resulting density error: 2.6e+10 1/cm^2
nuclei in test patch: 1495
pair-sum first peak: 0.6000 1/nm
pair-sum second peak: 1.0393 1/nm
second/first peak ratio: 1.732
counted patch density: 7.94e+11 1/cm^2
2 pi/q1 used as spacing: 1.05e+12 1/cm^2
square lattice assumed: 9.12e+11 1/cm^2
axis read as 1/d, spacing: 1.92 nm
axis read as 1/d, density: 3.12e+13 1/cm^2
nucleus radius (rough): 1.5 nm
area covered by nuclei: 5.6 percent
form factor squared at q1: 0.849
exclusion-disc cover (chosen): 0.40
minimum separation in simulation: 8.03 nm
nuclei per simulated pattern: 600
simulated patterns: 50
disordered S peak height: 1.41
disordered/hexagonal peak position: 1.154
standard error of that ratio: 0.009
hexagonal formula/true density: 1.33
standard error of density ratio: 0.02
disordered density for q1, points: 5.9e+11 1/cm^2
same with nucleus size: 6.3e+11 1/cm^2
fully random pattern, mean S: 0.998
photon energy: 12000 eV
photon wavelength: 0.1033 nm
incidence angle: 0.3 degrees
in-plane scattering angle: 0.565 degrees
transfer along beam: 0.00296 1/nm
density change from curvature: 0.0024 percent
```
